# Fano Factors of Disordered Interfaces and Diffusive Conductors: One-Half Versus One-Third

## The number to enter in a noise budget

A noise calculation for a metal-semiconductor contact needs a value of $F$ in $S=2eFI$. The resistance does not supply it. A disordered interface can give $1/2$, a long diffusive region gives $1/3$, and a uniform opaque barrier gives nearly $1$. The choice depends on how the transmission eigenvalues are distributed, and disorder alone does not settle it: the value $1/2$ needs a condition, found below.

Let a contact have $N$ open channels per spin, with transmission eigenvalues $T$. Electrons do not interact and scatter elastically. Define $g=\sum T$, so that the conductance is $G=(2e^2/h)g$, and $\tau=g/N$. $S$ is the one-sided, low-frequency spectral density.

At one energy, let the reservoirs have occupations $f_L,f_R$. A channel transfers $+1$ electron with probability $Tf_L(1-f_R)$ and $-1$ with probability $Tf_R(1-f_L)$; Pauli exclusion forbids a net transfer when both sides are full. The variance is the mean square minus the squared mean,
$$T[f_L(1-f_R)+f_R(1-f_L)]-T^2(f_L-f_R)^2 .$$
The bracket equals $f_L(1-f_L)+f_R(1-f_R)+(f_L-f_R)^2$. In an energy range $dE$, each channel of each spin makes $dE/h$ independent attempts per unit time, and $S$ is $2e^2$ times the variance of the transferred number per unit time. Summing over channels and both spins, with $T$ constant over the energy window, gives
$$S=2G\int dE\,[f_L(1-f_L)+f_R(1-f_R)+F(f_L-f_R)^2],$$
$$F=\frac{\sum T(1-T)}{\sum T}.$$

Each of the first two terms integrates to $k_BT_e$, where $T_e$ is the temperature. For the third, $f_R(1-f_L)=e^{-eV/k_BT_e}f_L(1-f_R)$, and the difference of these products is $f_L-f_R$, whose integral is $eV$. The sum of the products therefore integrates to $eV\coth(eV/2k_BT_e)$, and
$$S=2G\left[2k_BT_e(1-F)+F\,eV\coth\frac{eV}{2k_BT_e}\right].$$
At zero temperature this is $2eFI$; at zero bias it is $4k_BT_eG$.

## One channel, then a sheet

From here to the worked example, $\hbar$ and the electron mass are set to 1; in the strip tests the lattice spacing is the unit of length. A single channel of wave number $k$ meets $V\delta(z)$. Continuity gives $1+r=t$. The derivative jump gives $ik(t-1+r)=2Vt$, and with $r=t-1$ this becomes
$$t=\frac1{1+i\gamma},\qquad \gamma=\frac Vk,\qquad T=\frac1{1+\gamma^2}.$$

For a sheet $V(\boldsymbol\rho)\delta(z)$ between identical leads, expand in transverse modes $\chi_n$, with $V_{nm}=\langle\chi_n|V|\chi_m\rangle$. Open modes have wave number $k_n$; closed modes decay as $e^{-\kappa_n|z|}$. Let $\psi_o,\psi_c$ be the mode amplitudes at $z=0$. A closed mode has derivative jump $-2\kappa_n\psi_n$, so
$$-\kappa\psi_c=V_{co}\psi_o+V_{cc}\psi_c,\qquad
\psi_c=-(\kappa+V_{cc})^{-1}V_{co}\psi_o .$$
Substitution in the open-mode equations replaces $V_{oo}$ by
$$V_{\rm eff}=V_{oo}-V_{oc}(\kappa+V_{cc})^{-1}V_{co}.$$
Normalize open waves to unit flux, $\psi_n=t_n/\sqrt{k_n}$, with incoming amplitudes $a_n$. The jump condition is
$$i\sqrt{k_n}(t_n-a_n)=\sum_m (V_{\rm eff})_{nm}\frac{t_m}{\sqrt{k_m}} .$$
Dividing by $i\sqrt{k_n}$ gives
$$t=(1+i\Gamma)^{-1},\qquad \Gamma=K^{-1/2}V_{\rm eff}K^{-1/2},$$
where $K={\rm diag}(k_n)$. Since $\Gamma$ is Hermitian, $t^\dagger t=(1+\Gamma^2)^{-1}$. The one-channel formula thus holds for every eigenvalue $\gamma$ of $\Gamma$.

As a test, the full wave equation was solved for a slab of thickness $10^{-6}$ lattice spacings on a strip of 24 transverse points. Its eigenvalues $T$ differed from the sheet formula by at most $8.1\times10^{-7}$.

## Flat in $\gamma$ means bimodal in $T$

Suppose the density of $\gamma$ is a constant $\rho_0$ over a range much wider than 1 on both sides of zero. Then
$$g=\rho_0\int_{-\infty}^{\infty}\frac{d\gamma}{1+\gamma^2}=\pi\rho_0 .$$
Two values $\pm\gamma$ give the same $T$. With $\gamma=\sqrt{1/T-1}$,
$$\left|\frac{d\gamma}{dT}\right|=\frac{1}{2T^{3/2}\sqrt{1-T}},$$
$$\rho(T)=2\rho_0\left|\frac{d\gamma}{dT}\right|=\frac g\pi\frac1{T^{3/2}\sqrt{1-T}} .$$
The density rises towards both ends: many nearly closed channels coexist with some nearly open ones. The law cannot continue to $T=0$, where its integral diverges. If the flat density ends at $|\gamma|=B$, then $N=2\rho_0B$ and the lowest transmission is $1/(1+B^2)$, where $g=2\rho_0\arctan B$, so that $B\simeq\pi N/2g$ for large $B$.

Setting $\gamma=\tan a$,
$$\sum T^2=\rho_0\int_{-\pi/2}^{\pi/2}\cos^2a\,da=\frac{\pi\rho_0}{2}=\frac g2,$$
so $F=1-1/2=1/2$. The number of channels with $T>T_0$ is $2\rho_0\sqrt{1/T_0-1}=(2g/\pi)\sqrt{1/T_0-1}$.

## Why the density can be flat, and when it is not

If $\Gamma=\lambda\hat\Gamma$ and $\hat\Gamma$ has a normalized density $p$ that is continuous at zero, then $\rho(\gamma)=(N/\lambda)p(\gamma/\lambda)$. For large $\lambda$ this tends to $(N/\lambda)p(0)$ at any fixed $\gamma$. The shape of $p$ drops out, provided $p(0)$ is finite and nonzero. This is the sense in which the distribution is universal.

Closed channels make $V_{\rm eff}$ nonlinear in $V$, so they need a separate argument. Block inversion gives $V_{\rm eff}^{-1}=[(V+\kappa P_c)^{-1}]_{oo}$, where $P_c$ projects on closed modes. Take a sheet of discrete sites, with very large $|V|$ everywhere except at site $j$. The inverse is then dominated by that site, where it equals $1/(V_j+\kappa_{jj})$, with $\kappa_{jj}=\sum_{n\,{\rm closed}}\kappa_n|\chi_n(j)|^2$. Hence $\Gamma^{-1}=K^{1/2}V_{\rm eff}^{-1}K^{1/2}$ has one large eigenvalue, and
$$\gamma\simeq\frac{V_j+\kappa_{jj}}{\bar k_j},\qquad
\bar k_j=\sum_{n\,{\rm open}}k_n|\chi_n(j)|^2 .$$
A broad, smooth distribution of $V_j$ that covers $-\kappa_{jj}$ gives a flat density of $\gamma$ through zero. This holds for dilute transparent sites. If all $V_j\ge0$, however, then $\gamma\ge\kappa_{jj}/\bar k_j$ in this limit. When this ratio is much larger than 1, as in the strip below, where it is about 6.5, the open peak is missing, and open channels require attractive sites that offset the cost of the closed modes. When few modes are closed the ratio is small, and a repulsive sheet can keep its open channels.

A strip with 200 transverse sites and 50 open channels tests both cases. Site strengths uniform between $-10$ and $10$ (lattice units) gave $F=0.461$ at $\tau=0.0849$, with a sampling uncertainty of about $0.01$ in $F$. Keeping the width of the distribution but moving it to $0$ to $20$ gave $F=0.938$. In the first case the channel count per $g$ was $0.689$ above $T=0.5$ and $5.720$ above $T=0.01$, against $0.637$ and $6.334$ from the flat law. The spectrum is therefore somewhat denser near $\gamma=0$ than over the wider range, and the ideal limit is approached rather than reached.

## A solvable sheet at finite transmission

To see the size of such corrections, let $\Gamma$ be a Gaussian Hermitian matrix with
$$\langle\Gamma_{ij}\Gamma_{kl}\rangle=\frac{R^2}{4N}\delta_{il}\delta_{jk}.$$
This is a statistical model of the sheet, not a consequence of the wave equation. Let $M=(\zeta-\Gamma)^{-1}$ and $G_\Gamma=\langle{\rm Tr}M\rangle/N$. From $\zeta M=1+\Gamma M$ and Gaussian integration by parts,
$$\frac1N\langle{\rm Tr}\,\Gamma M\rangle=\frac{R^2}{4}\left\langle\left(\frac{{\rm Tr}M}{N}\right)^2\right\rangle\to\frac{R^2}{4}G_\Gamma^2$$
at large $N$, where traces stop fluctuating. The quadratic equation $\zeta G_\Gamma=1+R^2G_\Gamma^2/4$ has the solution that decays as $1/\zeta$,
$$G_\Gamma(\zeta)=\frac{2}{\zeta+\sqrt{\zeta^2-R^2}} .$$
Its discontinuity on $|\gamma|<R$ is a semicircle. Since $-{\rm Im}\,(i-\gamma)^{-1}=1/(1+\gamma^2)$,
$$\tau=-{\rm Im}\,G_\Gamma(i)=\frac2{1+Q},\qquad Q=\sqrt{1+R^2}.$$

For the second moment, $G_\Gamma'(i)=-\langle(i-\gamma)^{-2}\rangle$ has real part $\langle(1-\gamma^2)/(1+\gamma^2)^2\rangle=2\langle T^2\rangle-\tau$. Differentiating the solution gives $G_\Gamma'=-G_\Gamma/\sqrt{\zeta^2-R^2}$. At $\zeta=i$ the root is $iQ$ and $G_\Gamma=-i\tau$, so $G_\Gamma'=\tau/Q$. Thus
$$\langle T^2\rangle=\frac\tau2\left(1+\frac1Q\right)=\frac1Q,$$
$$F=1-\frac{1+Q}{2Q}=\frac12\left(1-\frac1Q\right).$$
With $Q=(2-\tau)/\tau$,
$$F=\frac{1-\tau}{2-\tau}.$$
An open interface, $\tau=1$, is noiseless, and $\tau\to0$ gives $1/2$. For $R=12$ the formula gives $0.4585$ and sampled matrices gave $0.4583$. At the strip's $\tau=0.0849$ it gives $0.9151/1.9151=0.478$, which is $0.022$ below $1/2$, while the strip itself lies $0.039$ below, uncertain by about $0.01$. The strip's $\Gamma$ is not Gaussian, so this compares sizes and does not explain the strip's value.

A mean barrier can be represented by the shift $\gamma\to\gamma+\gamma_0$, which replaces $\zeta=i$ by $i-\gamma_0$ in the same two moment formulas. At fixed $R=40$, $\gamma_0=20$ gives $F=0.486$, while $\gamma_0=60$ gives $0.999$. In the second case zero lies outside the semicircle, and every channel is a poor transmitter.

## Building a diffusive conductor

A diffusive conductor is built here from thin slices that mix all channels isotropically. Each slice has a complex Gaussian reflection matrix $\rho$ with independent entries and $\langle|\rho_{ij}|^2\rangle=\delta/N$. A unitary slice has transmissions $\sqrt{1-\rho^\dagger\rho}$ and $\sqrt{1-\rho\rho^\dagger}$, and reflection $-\rho^\dagger$ from its other side. Summing the repeated reflections between slice and sample changes the sample's reflection matrix $r$ to
$$r_{\rm new}=\rho+\sqrt{1-\rho\rho^\dagger}\;r(1+\rho^\dagger r)^{-1}\sqrt{1-\rho^\dagger\rho}.$$

Write ${\rm tr}={\rm Tr}/N$, $H=r^\dagger r$ and $\mathcal T=1-H$. The averages needed are $\langle\rho X\rho^\dagger\rangle=\langle\rho^\dagger X\rho\rangle=\delta\,{\rm tr}X$ and $\langle\rho X\rho\rangle=0$. To first order $dr=\rho-r\rho^\dagger r$; the second-order part averages to $-\delta r$. Therefore
$$\langle dH\rangle=\delta[1-2H+({\rm tr}H)H],$$
$$\langle d\mathcal T\rangle=-\delta[(1+\tau)\mathcal T-\tau].$$
The trace gives $d\tau/ds=-\tau^2$, where $s$ accumulates $\delta$. This is Ohm's law, $1/\tau=1/\tau_1+s$, for a starting value $\tau_1$.

The fluctuating part is $d\mathcal T=-(B\mathcal T+\mathcal TB^\dagger)$ with $B=r^\dagger\rho$. Let $M=(z-\mathcal T)^{-1}$ and $q(z)={\rm tr}M$. To second order $dq={\rm tr}(M^2d\mathcal T)+{\rm tr}(M^2d\mathcal T\,M\,d\mathcal T)$. Using $\langle BXB^\dagger\rangle=\delta H\,{\rm tr}X$ and $\langle B^\dagger MB\rangle=\delta\,{\rm tr}(MH)$,
$$\begin{aligned}
\partial_sq={}&-(1+\tau){\rm tr}M^2\mathcal T+\tau\,{\rm tr}M^2\\
&+{\rm tr}(M^2H)\,{\rm tr}(M\mathcal T^2)+{\rm tr}(M^2\mathcal T^2)\,{\rm tr}(MH).
\end{aligned}$$
Products of traces are averaged separately, which is the large-$N$ step.

Writing $\mathcal T=z-(z-\mathcal T)$ turns every trace into $q$ and $q'=\partial_zq$:
$$\begin{aligned}
{\rm tr}M^2&=-q', & {\rm tr}M^2\mathcal T&=-zq'-q,\\
{\rm tr}M\mathcal T^2&=z^2q-z-\tau, & {\rm tr}MH&=(1-z)q+1,\\
{\rm tr}M^2H&=q-(1-z)q', & {\rm tr}M^2\mathcal T^2&=1-2zq-z^2q'.
\end{aligned}$$
The terms in $\tau$ cancel. The rest is
$$\begin{aligned}
\partial_sq&=2z(1-z)(1-zq)q'+1+(2-4z)q+(3z^2-2z)q^2\\
&=-\partial_z[(1-z)(1-zq)^2],
\end{aligned}$$
as differentiating the last bracket confirms.

Set $u=zq-1={\rm tr}[\mathcal T/(z-\mathcal T)]$, $z=1/\sin^2(\phi/2)$ and $w=\cot(\phi/2)\,u$. Then $\partial_su=z\partial_z[(z-1)u^2]=z\partial_zw^2$. Since $dz/d\phi=-\cos(\phi/2)/\sin^3(\phi/2)$, we have $z\partial_z=-\tan(\phi/2)\partial_\phi$, and
$$\partial_sw+2w\,\partial_\phi w=0 .$$
Thus $w$ is constant along lines $d\phi/ds=2w$:
$$\phi=\phi_0(w)+2sw .$$
With no initial scattering, $\mathcal T=1$ gives $w=\tan(\phi/2)$ and hence $\phi=2\arctan w+2sw$.

For a long conductor $w\simeq\tau\phi/2$. To recover the density, put $z=T=1/\cosh^2x$, so that $\phi=\pi+2ix$ and $\tan(\phi/2)=i\coth x$. Then ${\rm Im}\,u=(\pi\tau/2)\coth x$. Because $q=(1+u)/z$, the density is $N|{\rm Im}\,q|/\pi$:
$$\rho_{\rm diff}(T)=\frac{g}{2T\sqrt{1-T}} .$$
Equivalently, $x$ has uniform density $g$. With $y=\tanh x$, $\int_0^\infty{\rm sech}^4x\,dx=\int_0^1(1-y^2)dy=2/3$, so $F=1/3$. This distribution is bimodal too. The sheet's stronger rise, $T^{-3/2}$ against $T^{-1}$, puts more of its conductance in poor channels.

## From one-half to one-third

Written out, $w=\tfrac12\sin\phi\,\langle T/[1-T\sin^2(\phi/2)]\rangle$. Expansion for small $\phi$, with $\langle T^2\rangle=\tau(1-F)$, gives
$$w=\frac{\tau\phi}{2}(1+c\phi^2),\qquad c=\frac1{12}-\frac F4=-\frac14\left(F-\frac13\right).$$
Start from an interface with $\tau_1,F_1,c_1$. Inverting its expansion and adding $2sw$,
$$\phi=\frac{2w}{\tau}-c_1\left(\frac{2w}{\tau_1}\right)^3,\qquad \frac1\tau=\frac1{\tau_1}+s.$$
In the cubic term $2w=\tau\phi$ suffices, so $c=c_1(\tau/\tau_1)^3$ and
$$F=\frac13+\left(F_1-\frac13\right)\left(\frac{\tau}{\tau_1}\right)^3 .$$
The ratio $\tau/\tau_1$ is the interface resistance divided by the total. A ballistic start, $\tau_1=1$ and $F_1=0$, gives $F=(1-\tau^3)/3$, which vanishes at zero length and tends to $1/3$.

Direct composition of 200 slices with $N=60$ and $\delta=0.04$ gave $F=0.340$, against $0.333$. A Gaussian sheet with $R=12$ followed by 48 slices gave $0.396$, against $0.386$. Both agree within the test's tolerance of $0.02$.

## A silicide contact on heavily doped silicon

Take a $20\,{\rm nm}\times20\,{\rm nm}$ contact with $\rho_c=2\times10^{-9}\,\Omega\,{\rm cm^2}$ on n-type silicon doped to $2\times10^{20}\,{\rm cm^{-3}}$. These are rough values for a good silicide contact. Six ellipsoidal valleys with rough masses $m_l=0.92$ and $m_t=0.19$ electron masses give a Fermi energy $\xi=0.117$ eV. For a (100) surface, the projected Fermi ellipses give the channel density per spin
$$n_{\rm ch}=\frac{\xi}{2\pi\hbar^2}(2m_t+4\sqrt{m_lm_t}),$$
or 201 channels in this contact. This counts by area alone: discrete modes in a 20 nm square number 158 with hard walls and 214 with periodic ones, and the hard-wall count would change the values below to $\tau_1=0.163$ and $F_1=0.456$. If all were open, the contact resistivity would be $h/(2e^2n_{\rm ch})=2.56\times10^{-10}\,\Omega\,{\rm cm^2}$. The Gaussian sheet, with identical leads and no mean barrier, then gives
$$\tau_1=\frac{2.56\times10^{-10}}{2\times10^{-9}}=0.128,\qquad F_1=\frac{0.872}{1.872}=0.466 .$$
The resistance is $500\,\Omega$. At 20 mV the current is $40\,\mu$A, and the zero-temperature shot noise is $5.97\times10^{-24}\,{\rm A^2/Hz}$.

Now add 20 nm of diffusive silicon of assumed resistivity $3\times10^{-4}\,\Omega\,{\rm cm}$, which contributes $6\times10^{-10}\,\Omega\,{\rm cm^2}$. The interface holds $2/2.6=0.769$ of the total resistance, and
$$F=0.333+(0.466-0.333)(0.769)^3=0.394 .$$
The assumed resistivity is on the low side for this doping at room temperature; $5\times10^{-4}\,\Omega\,{\rm cm}$ would give $F\approx0.37$. With the assumed value the silicon is only about three mean free paths long, so the diffusive formula is approximate here. It also requires elastic transport. The diffusion time in the silicon, its length squared divided by the diffusivity, is 0.49 ps, to be compared with the inelastic time at the temperature of use.

Two assumptions are doubtful for a real contact. The first is identical leads: a metal has more channels and larger wave numbers than the silicon. For one channel with equal masses and wave numbers $k_L,k_R$, the same matching gives $T=T_m/(1+\gamma^2)$, with $T_m=4k_Lk_R/(k_L+k_R)^2$ and $\gamma=2V/(k_L+k_R)$. A flat density of $\gamma$ then gives $F=1-T_m/2$, which exceeds $1/2$ whenever the wave numbers differ. For dilute transparent sites, $k_L$ and $k_R$ in $T_m$ are replaced by the sums $\bar k_j$ over the open channels of each lead, so unequal channel numbers raise $F$ further: in the strip, with 50 open channels on one side, 100 on the other and site strengths between $-30$ and $30$, $F\approx0.66$, where the mean wave numbers alone would give $0.54$. The second assumption is the absence of a mean barrier. For a rough barrier height of 0.6 eV, the depletion width is 2.15 nm, and a semiclassical tunnelling estimate at normal incidence gives $T_b=0.068$ for the light mass and $0.0027$ for the heavy one. These are good only to about a factor of 2: the wave equation for the same barrier between identical leads gives $0.15$ for the light mass, while averaging over all channels gives $0.03$ semiclassically and $0.06$ from the wave equation. Using the light-mass value as a stand-in shift, $\gamma_0=\sqrt{1/T_b-1}=3.7$, two disorder strengths reproduce the same resistance: $R=13.98$ with $F=0.463$, and $R=3.28$ with $F=0.703$. The weak-disorder solution exists only while $T_b$ is below $\tau_1$, so it depends on which estimate is used. The barrier itself is uncertain: image-force lowering of its top, estimated from the field at the interface, is about 0.29 eV. Reducing the whole barrier height by this amount gives $T_b\approx0.29$, which is an overestimate, because the image potential lowers the barrier mainly near the metal; including that potential in the semiclassical integral gives about $0.13$. A depletion barrier is also not a zero-thickness sheet, and its width here is close to the mean dopant spacing of 1.7 nm, so a smooth barrier is only a rough picture. The value near $1/2$ is therefore a hypothesis for such a contact, to be tested by noise, and not a consequence of its resistance.

Temperature decides whether that test is practical. For the contact alone with $F_1=0.466$, the total noise at 4 K is $6.21\times10^{-24}\,{\rm A^2/Hz}$, close to the shot-noise value. At 300 K it is $3.39\times10^{-23}$, of which $3.31\times10^{-23}$ is present without bias, so at 20 mV the information about $F$ sits in an excess of about 2%. The bias is 0.17 of the Fermi energy, so constant $T$ over the energy window is itself an approximation. It is rougher at 300 K, where the thermal window is wider than the bias. Charge trapping and $1/f$ noise are outside the model. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Ideal sheet Fano factor: 0.5
Ideal diffusive Fano factor: 0.3333
Slab against sheet, largest T difference: 8.1e-07
Random sheet: open channels: 50
Random sheet: mean transmission: 0.0849
Random sheet, both signs: F: 0.461
Random sheet, repulsive only: F: 0.938
Sheet channels T>0.5 per g: 0.689, law 0.637
Sheet channels T>0.01 per g: 5.720, law 6.334
Gaussian Gamma, R=12: tau: 0.1534
Gaussian Gamma, R=12: F formula: 0.4585
Gaussian Gamma, R=12: F sampled: 0.4583
R=40, mean barrier gamma0=20: F: 0.4857
R=40, mean barrier gamma0=60: F: 0.9992
Diffusive stack: tau: 0.105
Diffusive stack: F sampled: 0.34
Diffusive stack: F formula: 0.333
Diffusive channels T>0.5 per g: 0.847, law 0.881
Diffusive channels T>0.01 per g: 3.045, law 2.993
Sheet plus diffusive: F sampled: 0.396
Sheet plus diffusive: F formula: 0.386
Doping: 2e+20 cm^-3
Contact resistivity: 2e-09 ohm cm2
Contact side: 20 nm
Bias: 20 mV
Fermi energy above band edge: 0.117 eV
Open channels in contact: 201
Ballistic-limit resistivity: 2.56e-10 ohm cm2
Mean transmission: 0.128
Contact resistance: 500 ohm
Contact Fano factor, no mean barrier: 0.466
Current: 40 uA
Zero-temperature shot noise: 5.97e-24 A2/Hz
Series silicon resistivity: 0.0003 ohm cm
Series silicon length: 20 nm
Series silicon resistance-area: 6e-10 ohm cm2
Fano factor with series silicon: 0.394
Noise at 4 K: 6.21e-24 A2/Hz
Noise at 300 K: 3.39e-23 A2/Hz
Equilibrium noise at 300 K: 3.31e-23 A2/Hz
Bias over Fermi energy: 0.17
Assumed barrier height: 0.6 eV
Depletion width: 2.15 nm
Uniform barrier T, light mass: 0.068
Uniform barrier T, heavy mass: 0.0027
Interface field: 6.7 MV/cm
Image-force lowering: 0.29 eV
Uniform barrier T after lowering: 0.29
Mean barrier gamma0: 3.7
Same resistance with disorder R=3.28: F=0.703
Same resistance with disorder R=13.98: F=0.463
Dwell time in series silicon: 0.49 ps
```
